**Strong-field electrons with acoustic phonon scattering: numerical tests**

For quasi-elastic acoustic deformation-potential scattering, the program tests the distribution $f_0\propto e^{-\varepsilon/kT}(1+\varepsilon/a)^{a/kT}$ and its strong-field limit $v_d=C\sqrt{\mu_0Es}$ with $C\approx1.23$. Here $\varepsilon$ is the kinetic energy, $a=(eE\ell)^2/6ms^2$, $\ell$ the mean free path, $s$ the sound speed, $T$ the lattice temperature, $E$ the field and $\mu_0$ the low-field mobility. It asserts that, for an artificially slow sound speed of 200 m/s that makes the scattering quasi-elastic, golden-rule integrals reproduce the formulas for the scattering rate, energy drift and energy diffusion within 0.2%; the worst error found is about $10^{-5}$. It asserts that a Monte Carlo solution with true phonon energies returns the thermal mean energy at zero field within 3%, and the predicted velocity, mean energy and energy spread at two strong fields within 5%. Quadrature confirms the weak-field mobility, the Druyvesteyn limit and the coefficient 1.357 for a heated Maxwellian within 0.1%. For rough diamond parameters at 200 K and 1 kV/cm the ideal law gives $4.2\times10^6$ cm/s. The output also sizes the neglected effects: finite field lowers this velocity by 10%, intervalley emission raises the acoustic Monte Carlo value by 15%, and valley anisotropy gives a factor of 1.31 for a field along [111].

## Numerical verification

```python
"""Strong-field transport with acoustic deformation-potential scattering.

Result under test, for a spherical parabolic band of mass m:
  f0(e) ~ exp(-e/kT) (1 + e/a)^(a/kT),  a = (F l)^2 / (6 m s^2)
  a >> kT:  f0 ~ exp(-(e/e0)^2),  e0 = sqrt(2 a kT)
            drift velocity = C sqrt(mu0 E s),  C about 1.23
F = eE force, l mean free path, s sound speed, T lattice temperature,
mu0 low-field mobility, e kinetic energy.
Reduced units, where used: m = kT = l = 1, and delta = m s^2 / kT.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, gammaincc

HBAR, KB, QE, ME = const.hbar, const.k, const.e, const.m_e
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)

# Rough round parameters in the regime of electrons in pure diamond
mass = 0.5 * ME
sound = 17500.0            # m/s
density = 3500.0           # kg/m^3
potential = 10.0 * QE      # J
temperature = 200.0        # K
field = 1.0e5              # V/m
kT = KB * temperature
optical_energy = 0.120 * QE          # lumped intervalley phonon, J
optical_coupling = 5.0e10 * QE       # J/m  (5e8 eV/cm)
final_valleys = 5
mass_long, mass_trans = 1.5 * ME, 0.28 * ME
carrier_density = 1.0e20             # 1/m^3


def mean_free_path(s):
    return np.pi * HBAR**4 * density * s**2 / (mass**2 * potential**2 * kT)


def golden_rule_moments(energy, s):
    """Momentum relaxation rate, energy drift and energy diffusion,
    integrated over phonons with exact energy conservation."""
    k = np.sqrt(2 * mass * energy) / HBAR
    shift = mass * s / HBAR
    relaxation = drift = diffusion = 0.0
    for sign in (1, -1):             # absorption, emission
        q_max = 2 * (k + sign * shift)
        q = 0.5 * q_max * (NODES + 1)
        quantum = HBAR * s * q
        occupation = 1 / np.expm1(quantum / kT) + (sign < 0)
        rate = (potential**2 * mass * q**2 * occupation
                / (4 * np.pi * density * s * HBAR**2 * k))
        rate = rate * 0.5 * q_max * WEIGHTS
        relaxation -= np.sum(rate * q * (sign * shift - q / 2)) / k**2
        drift += sign * np.sum(rate * quantum)
        diffusion += 0.5 * np.sum(rate * quantum**2)
    return relaxation, drift, diffusion


def general_distribution(a):
    """Reduced units: drift velocity per force, mean energy and
    <e^2>/<e>^2 for the general f0 with parameter a."""
    z_max = np.sqrt(8 * np.sqrt(2 * a) + 60)
    z = 0.5 * z_max * (NODES + 1)
    y = z**2
    dy = z_max * z * WEIGHTS
    f0 = np.exp(-y + a * np.log1p(y / a))
    norm = np.sum(dy * z * f0)
    minus_slope = y / (y + a) * f0
    mobility = np.sqrt(2) / 3 * np.sum(dy * y * minus_slope) / norm
    mean = np.sum(dy * z * y * f0) / norm
    square = np.sum(dy * z * y**2 * f0) / norm
    return mobility, mean, square / mean**2


def monte_carlo(delta, force, top, n, burn, steps, seed, optical=None):
    """Boltzmann equation in reduced units with true phonon energies and
    Bose occupations. Constant total event rate with null events, so the
    states just before events sample the time average. 'top' is the energy
    up to which the event rate bounds the true rate. 'optical' is
    (threshold, strength) of an extra isotropic emission process.
    Returns velocity, its standard error, mean energy, <e^2>/<e>^2,
    and the fraction of proposals beyond the bound."""
    rng = np.random.default_rng(seed)
    s = np.sqrt(delta)
    p_top = np.sqrt(2 * top)
    x_top = 2 * s * p_top
    acoustic_bound = (p_top + 2 * s) * x_top / (-np.expm1(-x_top))
    total = acoustic_bound
    if optical:
        total += optical[1] * np.sqrt(top - optical[0])
    p_start = np.sqrt(2 * top / 7)
    cosine = rng.uniform(-1, 1, n)
    pz = p_start * cosine
    pt2 = p_start**2 * (1 - cosine**2)
    pz_sum = np.zeros(n)
    e_sum = e2_sum = overflow = 0.0
    for step in range(burn + steps):
        pz = pz + force * rng.exponential(1 / total, n)
        p2 = pt2 + pz**2
        p = np.maximum(np.sqrt(p2), 1e-12)
        energy = 0.5 * p2
        sign = np.where(rng.random(n) < 0.5, 1.0, -1.0)
        high = np.maximum(p + sign * s, 0)
        low = np.where(sign > 0, np.maximum(s - p, 0), 0)
        area = high**2 - low**2
        q = 2 * np.sqrt(low**2 + rng.random(n) * area)
        x = np.maximum(s * q, 1e-12)
        weight = x / np.expm1(x) + np.where(sign < 0, x, 0)
        rate = area / p * weight
        if step >= burn:
            pz_sum += pz
            e_sum += energy.mean()
            e2_sum += (energy**2).mean()
            overflow += np.mean(rate > acoustic_bound)
        pick = rng.random(n) * total
        i = np.nonzero(pick < np.minimum(rate, acoustic_bound))[0]
        si, qi, pi = sign[i], q[i], p[i]
        cos_a = np.clip((s - si * qi / 2) / pi, -1, 1)
        cos_t = np.clip(pz[i] / pi, -1, 1)
        sines = np.sqrt((1 - cos_a**2) * (1 - cos_t**2))
        azimuth = np.cos(2 * np.pi * rng.random(i.size))
        new_pz = pz[i] + si * qi * (cos_a * cos_t + sines * azimuth)
        new_p2 = p2[i] + 2 * si * s * qi
        pz[i] = new_pz
        pt2[i] = np.maximum(new_p2 - new_pz**2, 0)
        if optical:
            excess = np.maximum(energy - optical[0], 0)
            opt_rate = np.minimum(optical[1] * np.sqrt(excess),
                                  total - acoustic_bound)
            j = np.nonzero(pick > total - opt_rate)[0]
            mu = rng.uniform(-1, 1, j.size)
            pz[j] = np.sqrt(2 * excess[j]) * mu
            pt2[j] = 2 * excess[j] * (1 - mu**2)
    per_particle = pz_sum / steps
    mean = e_sum / steps
    return (per_particle.mean(), per_particle.std() / np.sqrt(n), mean,
            e2_sum / steps / mean**2, overflow / steps)


# --- Golden rule against the quasi-elastic coefficients (slow sound)
slow = 200.0
golden_error = 0.0
for ratio in (1.0, 3.0, 6.0):
    e = ratio * kT
    inv_tau = np.sqrt(2 * e / mass) / mean_free_path(slow)
    D = 2 * mass * slow**2 * e * inv_tau
    A = -D / kT * (1 - 2 * kT / e)
    found = golden_rule_moments(e, slow)
    for value, formula in zip(found, (inv_tau, A, D)):
        golden_error = max(golden_error, abs(value / formula - 1))
assert golden_error < 2e-3

# --- Limits of the general distribution, reduced units
mu0_red = 4 / (3 * np.sqrt(2 * np.pi))
assert abs(general_distribution(1e-6)[0] / mu0_red - 1) < 1e-3
C = (np.sqrt(2 * np.pi) / (3 * gamma(0.75)) * np.sqrt(3) / 2
     * (6 * np.pi)**0.25)
mean_factor = gamma(1.25) / gamma(0.75)
shape_druyvesteyn = gamma(1.75) * gamma(0.75) / gamma(1.25)**2
a_big, delta_any = 5e6, 0.01
F_big = np.sqrt(6 * delta_any * a_big)
mob, mean, shape = general_distribution(a_big)
law = C * np.sqrt(mu0_red * F_big * np.sqrt(delta_any))
assert abs(mob * F_big / law - 1) < 1e-3
assert abs(mean / (mean_factor * np.sqrt(2 * a_big)) - 1) < 1e-3
assert abs(shape / shape_druyvesteyn - 1) < 1e-3


def local_exponent(a):
    up, down = a * 1.02, a / 1.02    # a is proportional to field squared
    v_ratio = (general_distribution(up)[0] * np.sqrt(up)
               / (general_distribution(down)[0] * np.sqrt(down)))
    return np.log(v_ratio) / (0.5 * np.log(up / down))


assert abs(local_exponent(a_big) - 0.5) < 1e-3

# --- Heated Maxwellian with the same power balance
theta = 1e4                          # electron / lattice temperature
z = 0.5 * np.sqrt(50 * theta) * (NODES + 1)
dy = np.sqrt(50 * theta) * z * WEIGHTS
maxwell = np.exp(-z**2 / theta)
norm = np.sum(dy * z * maxwell)
mob_hot = np.sqrt(2) / 3 * np.sum(dy * z**2 * maxwell / theta) / norm
loss = np.sum(dy * z * maxwell * np.sqrt(2) * z * delta_any
              * (2 * z**2 - 4)) / norm
F_hot = np.sqrt(loss / mob_hot)
C_hot = F_hot * mob_hot / np.sqrt(mu0_red * F_hot * np.sqrt(delta_any))
C_maxwell = (32 / (3 * np.pi))**0.25
assert abs(C_hot / C_maxwell - 1) < 1e-3

# --- Monte Carlo: equilibrium, then two strong fields
rest = monte_carlo(0.05, 0.0, 14.0, 4000, 1000, 1500, 1)
assert abs(rest[2] / 1.5 - 1) < 0.03
delta_test = 0.003
runs = []
for e0_red, seed in ((8.0, 2), (24.0, 3)):
    force = e0_red * np.sqrt(3 * delta_test)
    mc = monte_carlo(delta_test, force, 3.5 * e0_red, 6000, 1200, 2200, seed)
    mob, mean, shape = general_distribution(e0_red**2 / 2)
    # 5 %: sampling noise near 1 % plus the finite phonon energy, 2-3 %
    assert abs(mc[0] / (mob * force) - 1) < 0.05
    assert abs(mc[2] / mean - 1) < 0.05
    assert abs(mc[3] / shape - 1) < 0.05
    assert mc[4] < 1e-3
    runs.append((e0_red, mc, mob * force, mean, shape))
mc_exponent = np.log(runs[1][1][0] / runs[0][1][0]) / np.log(3)
assert abs(mc_exponent - 0.5) < 0.07

# --- Worked example
path = mean_free_path(sound)
mu0 = 4 * QE * path / (3 * np.sqrt(2 * np.pi * mass * kT))
delta = mass * sound**2 / kT
a = (QE * field * path)**2 / (6 * mass * sound**2)
e0 = np.sqrt(2 * a * kT)
v_law = C * np.sqrt(mu0 * field * sound)
v_unit = np.sqrt(kT / mass)
force = QE * field * path / kT
mob, mean, shape = general_distribution(a / kT)
v_general = mob * force * v_unit
assert abs(a / kT / (3 * np.pi / 16 * (mu0 * field / sound)**2) - 1) < 1e-9
field_low = field * np.sqrt(kT / a)
field_high = field * optical_energy / e0
rate_ratio = (golden_rule_moments(e0, sound)[0]
              / (np.sqrt(2 * e0 / mass) / path))
above = gammaincc(0.75, (optical_energy / e0)**2)
tail = quad(lambda x: np.sqrt(x) * np.exp(-x * x), optical_energy / e0, 9)[0]
assert abs(above / (tail / (gamma(0.75) / 2)) - 1) < 1e-6

mc_ac = monte_carlo(delta, force, 4.5 * e0 / kT, 4000, 500, 2000, 4)
strength = (final_valleys * optical_coupling**2 * mass**1.5
            / (np.sqrt(2) * np.pi * HBAR**2 * density * optical_energy)
            * path * np.sqrt(mass))
threshold = optical_energy / kT
mc_op = monte_carlo(delta, force, threshold + 4, 4000, 500, 2000, 5,
                    (threshold, strength))

# --- Anisotropic valley, field along [111]: averages over the energy shell
mass_dos = (mass_long * mass_trans**2)**(1 / 3)
phi = 2 * np.pi * np.arange(16) / 16
cosine, ring = NODES[:, None], np.sqrt(1 - NODES[:, None]**2)
unit = [ring * np.cos(phi), ring * np.sin(phi), cosine + 0 * phi]
masses = [mass_trans, mass_trans, mass_long]
v111 = sum(u / np.sqrt(m) for u, m in zip(unit, masses)) / np.sqrt(3)
p_squared = sum(u**2 * m for u, m in zip(unit, masses))
solid = WEIGHTS[:, None] / 32
heating = 3 * mass_dos * np.sum(solid * v111**2)
cooling = np.sum(solid * p_squared) / mass_dos
mass_factor = heating**0.75 * cooling**0.25
check = (heating * general_distribution(a_big * heating / cooling)[0]
         / general_distribution(a_big)[0])
assert abs(check / mass_factor - 1) < 1e-3

valley_states = np.sqrt(2) * mass**1.5 / (np.pi**2 * HBAR**3)
edge_occupation = carrier_density / (
    6 * valley_states * e0**1.5 * gamma(0.75) / 2)

meV = 1e-3 * QE
print(f"Golden rule vs formulas, worst rel. error: {golden_error:.1e}")
print(f"Coefficient C, Druyvesteyn: {C:.4f}")
print(f"Coefficient, heated Maxwellian: {C_maxwell:.4f}")
print(f"Ratio Maxwellian/Druyvesteyn: {C_maxwell / C:.3f}")
print(f"Mean energy / e0: {mean_factor:.4f}")
print(f"<e^2>/<e>^2, Druyvesteyn: {shape_druyvesteyn:.4f}")
print(f"<e^2>/<e>^2, Maxwellian: {5 / 3:.4f}")
print(f"MC zero field, mean energy: {rest[2]:.3f} kT")
print(f"MC strong-field tests, m s^2/kT: {delta_test}")
for e0_red, mc, v, en, sh in runs:
    print(f"e0 = {e0_red:.0f} kT, velocity in sqrt(kT/m):",
          f"MC {mc[0]:.4f} +- {mc[1]:.4f}, formula {v:.4f}")
    print(f"  mean energy in kT: MC {mc[2]:.2f}, formula {en:.2f}")
    print(f"  <e^2>/<e>^2: MC {mc[3]:.3f}, formula {sh:.3f}")
print(f"MC exponent of velocity between them: {mc_exponent:.3f}")
print("EXAMPLE (rough parameters, electrons in diamond)")
print(f"Mass: {mass / ME:.2f} m_e; sound speed: {sound / 1e3:.1f} km/s")
print(f"Density: {density / 1e3:.1f} g/cm3; Xi: {potential / QE:.0f} eV")
print(f"Temperature: {temperature:.0f} K; kT: {kT / meV:.2f} meV")
print(f"Field: {field / 1e5:.2f} kV/cm")
print(f"Mean free path: {path * 1e9:.0f} nm")
print(f"Energy gained over it, eEl: {QE * field * path / meV:.1f} meV")
print(f"Low-field mobility mu0: {mu0 * 1e4:.0f} cm2/Vs")
print(f"mu0 E: {mu0 * field * 100:.3e} cm/s")
print(f"m s^2: {mass * sound**2 / meV:.3f} meV; over kT: {delta:.4f}")
print(f"a: {a / meV:.1f} meV; a/kT: {a / kT:.2f}")
print(f"e0: {e0 / meV:.1f} meV; e0/kT: {e0 / kT:.2f}")
print(f"Mean energy, Druyvesteyn: {mean_factor * e0 / meV:.1f} meV")
print(f"Drift velocity, Druyvesteyn law: {v_law * 100:.3e} cm/s")
print(f"Field where a = kT: {field_low / 1e5:.2f} kV/cm")
print(f"Field where e0 = phonon energy: {field_high / 1e5:.2f} kV/cm")
print("NEGLECTED EFFECTS")
print(f"Velocity, general distribution: {v_general * 100:.3e} cm/s")
print(f"Mean energy, general distribution: {mean * kT / meV:.1f} meV")
print(f"Local exponent, general distribution: {local_exponent(a / kT):.3f}")
print(f"Anisotropy scale eEl/e0: {QE * field * path / e0:.3f}")
x_max = 2 * sound * np.sqrt(2 * mass * e0) / kT
print(f"Largest acoustic phonon at e0: {x_max:.2f} kT")
print(f"Golden-rule relaxation rate at e0 / (v/l): {rate_ratio:.3f}")
print(f"Velocity, MC acoustic: {mc_ac[0] * v_unit * 100:.3e}",
      f"+- {mc_ac[1] * v_unit * 100:.1e} cm/s")
print(f"Mean energy, MC acoustic: {mc_ac[2] * kT / meV:.1f} meV")
print(f"Intervalley phonon: {optical_energy / meV:.0f} meV; coupling:",
      f"{optical_coupling / QE / 100:.0e} eV/cm; valleys: {final_valleys}")
print(f"Druyvesteyn share above that energy: {above * 100:.1f} %")
print(f"Velocity, MC with intervalley: {mc_op[0] * v_unit * 100:.3e}",
      f"+- {mc_op[1] * v_unit * 100:.1e} cm/s")
print(f"Mean energy, MC with intervalley: {mc_op[2] * kT / meV:.1f} meV")
print(f"Valley masses: {mass_long / ME:.2f}, {mass_trans / ME:.2f} m_e;",
      f"density-of-states mass: {mass_dos / ME:.3f} m_e")
print(f"[111] velocity factor from anisotropic mass: {mass_factor:.3f}")
print(f"Band-edge occupation at {carrier_density / 1e6:.0e} cm-3:",
      f"{edge_occupation:.1e}")
print("no test failed")
```

Output:

```
Golden rule vs formulas, worst rel. error: 1.1e-05
Coefficient C, Druyvesteyn: 1.2304
Coefficient, heated Maxwellian: 1.3574
Ratio Maxwellian/Druyvesteyn: 1.103
Mean energy / e0: 0.7397
<e^2>/<e>^2, Druyvesteyn: 1.3708
<e^2>/<e>^2, Maxwellian: 1.6667
MC zero field, mean energy: 1.499 kT
MC strong-field tests, m s^2/kT: 0.003
e0 = 8 kT, velocity in sqrt(kT/m): MC 0.1690 +- 0.0010, formula 0.1725
  mean energy in kT: MC 6.74, formula 6.80
  <e^2>/<e>^2: MC 1.405, formula 1.405
e0 = 24 kT, velocity in sqrt(kT/m): MC 0.3060 +- 0.0019, formula 0.3106
  mean energy in kT: MC 18.36, formula 18.61
  <e^2>/<e>^2: MC 1.384, formula 1.382
MC exponent of velocity between them: 0.541
EXAMPLE (rough parameters, electrons in diamond)
Mass: 0.50 m_e; sound speed: 17.5 km/s
Density: 3.5 g/cm3; Xi: 10 eV
Temperature: 200 K; kT: 17.23 meV
Field: 1.00 kV/cm
Mean free path: 283 nm
Energy gained over it, eEl: 28.3 meV
Low-field mobility mu0: 6806 cm2/Vs
mu0 E: 6.806e+06 cm/s
m s^2: 0.871 meV; over kT: 0.0505
a: 153.6 meV; a/kT: 8.91
e0: 72.8 meV; e0/kT: 4.22
Mean energy, Druyvesteyn: 53.8 meV
Drift velocity, Druyvesteyn law: 4.246e+06 cm/s
Field where a = kT: 0.33 kV/cm
Field where e0 = phonon energy: 1.65 kV/cm
NEGLECTED EFFECTS
Velocity, general distribution: 3.805e+06 cm/s
Mean energy, general distribution: 69.7 meV
Local exponent, general distribution: 0.605
Anisotropy scale eEl/e0: 0.389
Largest acoustic phonon at e0: 1.31 kT
Golden-rule relaxation rate at e0 / (v/l): 0.958
Velocity, MC acoustic: 3.724e+06 +- 1.2e+04 cm/s
Mean energy, MC acoustic: 70.7 meV
Intervalley phonon: 120 meV; coupling: 5e+08 eV/cm; valleys: 5
Druyvesteyn share above that energy: 3.9 %
Velocity, MC with intervalley: 4.285e+06 +- 1.2e+04 cm/s
Mean energy, MC with intervalley: 47.9 meV
Valley masses: 1.50, 0.28 m_e; density-of-states mass: 0.490 m_e
[111] velocity factor from anisotropic mass: 1.306
Band-edge occupation at 1e+14 cm-3: 5.8e-07
no test failed
```
